# Why Dy3+ favours axial and Er3+ equatorial ligands: test program

```python
# Result under test: for 4f^(7+p) ions with J = L + S, the M = J state has
#   <sum(3 cos^2 theta - 1)> = alpha_J J(2J-1) = -p(7-2p)(7-p)/45,
# negative (oblate) for Dy3+ (p=2) and positive (prolate) for Er3+ (p=4).
# Hence axial negative ligands put M = +-J lowest in Dy3+, equatorial in Er3+.
# Symbols: p = number of spin-down 4f electrons, m = orbital projection,
# P_k = Legendre polynomial, R = ligand distance, zeta = radial exponent.
# Atomic units inside; energies are printed in cm^-1.
import math
import numpy as np
from scipy.special import lpmv, eval_legendre
from scipy.constants import physical_constants

HARTREE_CM = physical_constants["hartree-inverse meter relationship"][0] / 100
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
IONS = {1: "Tb3+", 2: "Dy3+", 3: "Ho3+", 4: "Er3+", 5: "Tm3+", 6: "Yb3+"}
RANKS = (2, 4, 6)


def orbital_density(m, x):
    """|Y_3m|^2 at x = cos(theta)."""
    a = abs(m)
    norm = 7 / (4 * math.pi) * math.factorial(3 - a) / math.factorial(3 + a)
    return norm * lpmv(a, 3, x) ** 2


def occupied_m(p):
    return list(range(3, -4, -1)) + [3 - j for j in range(p)]


def angular_density(p, x):
    return sum(orbital_density(m, x) for m in occupied_m(p))


X, WX = np.polynomial.legendre.leggauss(48)
ONE = {(k, m): 2 * math.pi * np.sum(WX * orbital_density(m, X)
                                    * eval_legendre(k, X))
       for k in (0, 2, 4, 6, 8) for m in range(-3, 4)}
for m in range(-3, 4):
    assert abs(ONE[0, m] - 1) < 1e-12
    assert abs(2 * ONE[2, m] - 2 * (4 - m * m) / 15) < 1e-12
    assert abs(ONE[8, m]) < 1e-12


# Spin orbitals: index 3-m for spin up, 10-m for spin down.
def ladder(step, orbital=True, spin=True):
    """One-body terms (to, from, coefficient) of a raising/lowering operator."""
    terms = []
    if orbital:
        for s in (0, 1):
            for m in range(-3, 4):
                if abs(m + step) <= 3:
                    c = math.sqrt(12 - m * (m + step))
                    terms.append((3 - m - step + 7 * s, 3 - m + 7 * s, c))
    if spin:
        for i in range(7):
            terms.append((i, i + 7, 1.0) if step > 0 else (i + 7, i, 1.0))
    return terms


def apply_operator(terms, state):
    result = {}
    for det, amp in state.items():
        for to, source, c in terms:
            if not (det >> source) & 1:
                continue
            rest = det ^ (1 << source)
            if (rest >> to) & 1:
                continue
            swaps = (rest & ((1 << source) - 1)).bit_count()
            swaps += (rest & ((1 << to) - 1)).bit_count()
            new = rest | (1 << to)
            result[new] = result.get(new, 0.0) + (-1) ** swaps * c * amp
    return result


def norm_squared(state):
    return sum(a * a for a in state.values())


def expectation(k, state):
    total = 0.0
    for det, amp in state.items():
        total += amp * amp * sum(ONE[k, 3 - i % 7]
                                 for i in range(14) if (det >> i) & 1)
    return total


def quadrupole_formula(p):
    return -p * (7 - 2 * p) * (7 - p) / 45


J_OF, ALPHA, MOMENTS, GZ = {}, {}, {}, {}
for p in IONS:
    L, S = p * (7 - p) / 2, (7 - p) / 2
    J = L + S
    J_OF[p] = J
    # shape of the M = J cloud by quadrature of its density
    direct = 2 * math.pi * np.sum(WX * angular_density(p, X) * (3 * X**2 - 1))
    assert abs(direct - quadrupole_formula(p)) < 1e-11
    ALPHA[p] = quadrupole_formula(p) / (J * (2 * J - 1))
    # the determinant is the top state of the term
    state = {sum(1 << i for i in range(7 + p)): 1.0}
    assert norm_squared(apply_operator(ladder(1, spin=False), state)) < 1e-20
    assert norm_squared(apply_operator(ladder(1, orbital=False), state)) < 1e-20
    lz = sum(occupied_m(p))
    sz = (7 - p) / 2
    assert abs(lz - L) < 1e-12
    lande = 1 + (J*(J+1) + S*(S+1) - L*(L+1)) / (2*J*(J+1))
    GZ[p] = 2 * (lz + 2 * sz)
    assert abs(GZ[p] - 2 * lande * J) < 1e-12
    # all M states by repeated lowering: tests the M dependence
    M = J
    while M > -0.1:
        for k in RANKS:
            MOMENTS[p, k, M] = expectation(k, state)
        law = ALPHA[p] * (3 * M * M - J * (J + 1))
        assert abs(2 * MOMENTS[p, 2, M] - law) < 1e-10
        state = apply_operator(ladder(-1), state)
        n2 = norm_squared(state)
        assert abs(n2 - (J * (J + 1) - M * (M - 1))) < 1e-9
        state = {d: a / math.sqrt(n2) for d, a in state.items()}
        M -= 1
assert abs(ALPHA[2] + 2 / 315) < 1e-14 and abs(ALPHA[4] - 4 / 1575) < 1e-14

# Model radial function r^3 exp(-zeta r) and ligand geometry
ZETA, R, TOTAL_CHARGE = 5.0, 4.5, 2.0
RADIAL = {k: math.factorial(8 + k) / math.factorial(8) / (2 * ZETA) ** k
          for k in RANKS}


def field_energy(p, M, cos_ligand, charge, ranks=RANKS):
    return charge * sum(RADIAL[k] / R ** (k + 1) * eval_legendre(k, cos_ligand)
                        * MOMENTS[p, k, M] for k in ranks)


def coulomb_integral(p, cos_ligand):
    """Repulsion of the M = J cloud and one charge -e, directly in 3D."""
    t, w = np.polynomial.legendre.leggauss(100)
    r, wr = 2 * (t + 1), 2 * w
    radial = (2*ZETA)**9 / math.factorial(8) * r**8 * np.exp(-2*ZETA*r)
    phi = 2 * math.pi * (np.arange(64) + 0.5) / 64
    rr, xx, ff = r[:, None, None], X[None, :, None], phi[None, None, :]
    sin_l = math.sqrt(1 - cos_ligand**2)
    cosine = xx * cos_ligand + np.sqrt(1 - xx**2) * sin_l * np.cos(ff)
    inverse = 1 / np.sqrt(rr**2 + R**2 - 2 * rr * R * cosine)
    over_phi = inverse.sum(axis=2) * 2 * math.pi / 64
    return float((wr * radial) @ over_phi @ (WX * angular_density(p, X)))


SINGLE = {}
for p in (2, 4):
    for c in (1.0, 0.0):
        direct = coulomb_integral(p, c)
        series = (7 + p) / R + field_energy(p, J_OF[p], c, 1.0)
        assert abs(direct - series) < 1e-7
        SINGLE[p, c] = (direct - (7 + p) / R) * HARTREE_CM
assert SINGLE[2, 1.0] < SINGLE[2, 0.0]
assert SINGLE[4, 1.0] > SINGLE[4, 0.0]

M_VALUES = [7.5 - j for j in range(8)]
LEVELS, GROUND = {}, {}
for p in (2, 4):
    for c in (1.0, 0.0):
        LEVELS[p, c] = [field_energy(p, M, c, TOTAL_CHARGE) * HARTREE_CM
                        for M in M_VALUES]
        GROUND[p, c] = M_VALUES[int(np.argmin(LEVELS[p, c]))]
assert GROUND[2, 1.0] == 7.5 and GROUND[4, 0.0] == 7.5
assert GROUND[2, 0.0] != 7.5 and GROUND[4, 1.0] != 7.5


def critical_multiplier(p, c):
    """Common factor on ranks 4 and 6 at which M = J stops being lowest."""
    limits = [math.inf]
    for M in M_VALUES[1:]:
        d2 = field_energy(p, M, c, 1, (2,)) - field_energy(p, 7.5, c, 1, (2,))
        dh = field_energy(p, M, c, 1, (4, 6)) - field_energy(p, 7.5, c, 1, (4, 6))
        if dh < 0:
            limits.append(-d2 / dh)
    return min(limits)


print("One f electron, <3cos^2-1> for |m|=3,2,1,0:",
      " ".join(f"{2 * ONE[2, m] + 0.0:.4f}" for m in (3, 2, 1, 0)))
print("Ion, p, J, Q/<r^2> of M=J, alpha_J (dimensionless):")
for p, name in IONS.items():
    print(f"  {name} {p} {J_OF[p]:.1f} {quadrupole_formula(p):+.4f}"
          f" {ALPHA[p]:+.6f}")
print(f"Model: zeta = {ZETA:.1f} /a0, R = {R:.1f} a0"
      f" = {R * BOHR_ANGSTROM:.3f} angstrom, total charge -{TOTAL_CHARGE:.0f} e")
print("<r^2>, <r^4>, <r^6> in a0^2, a0^4, a0^6:",
      " ".join(f"{RADIAL[k]:.4f}" for k in RANKS))
for p in (2, 4):
    name = IONS[p]
    pole, equator = (4 * math.pi * float(angular_density(p, x)) for x in (1., 0.))
    print(f"{name} 4 pi x angular density: pole {pole:.4f},"
          f" equator {equator:.4f}, mean {7 + p} electrons")
    print(f"{name} Q of M=J: {quadrupole_formula(p) * RADIAL[2]:+.4f} a0^2;"
          f" g_z = {GZ[p]:.1f}")
    print(f"{name} <sum P_k> of M=J, k=2,4,6:",
          " ".join(f"{MOMENTS[p, k, 7.5]:+.5f}" for k in RANKS))
    print(f"{name} M=J, one ligand -e, without monopole: axial"
          f" {SINGLE[p, 1.0]:+.1f}, equatorial {SINGLE[p, 0.0]:+.1f} cm^-1")
print("Levels in cm^-1, ranks 2+4+6:")
print("  |M|   Dy axial  Dy ring  Er axial  Er ring")
for i, M in enumerate(M_VALUES):
    print(f"  {M:.1f} " + " ".join(f"{LEVELS[p, c][i]:+9.1f}"
                                  for p in (2, 4) for c in (1.0, 0.0)))
for p in (2, 4):
    for c, label in ((1.0, "axial"), (0.0, "ring")):
        ordered = sorted(LEVELS[p, c])
        print(f"{IONS[p]} {label}: ground |M| = {GROUND[p, c]:.1f},"
              f" first gap {ordered[1] - ordered[0]:.1f} cm^-1")
for p, c, label in ((2, 1.0, "axial"), (4, 0.0, "ring")):
    e2 = [field_energy(p, M, c, TOTAL_CHARGE, (2,)) * HARTREE_CM
          for M in (7.5, 6.5, 0.5)]
    print(f"{IONS[p]} {label}, rank 2 only, |M|=7.5,6.5,0.5:",
          " ".join(f"{e:+.1f}" for e in e2), "cm^-1")
    print(f"{IONS[p]} {label}: rank-4,6 multiplier that dethrones M=J"
          f" (inf = never): {critical_multiplier(p, c):.2f}")
print("success")
```

Output:

```
One f electron, <3cos^2-1> for |m|=3,2,1,0: -0.6667 0.0000 0.4000 0.5333
Ion, p, J, Q/<r^2> of M=J, alpha_J (dimensionless):
  Tb3+ 1 6.0 -0.6667 -0.010101
  Dy3+ 2 7.5 -0.6667 -0.006349
  Ho3+ 3 8.0 -0.2667 -0.002222
  Er3+ 4 7.5 +0.2667 +0.002540
  Tm3+ 5 6.0 +0.6667 +0.010101
  Yb3+ 6 3.5 +0.6667 +0.031746
Model: zeta = 5.0 /a0, R = 4.5 a0 = 2.381 angstrom, total charge -2 e
<r^2>, <r^4>, <r^6> in a0^2, a0^4, a0^6: 0.9000 1.1880 2.1622
Dy3+ 4 pi x angular density: pole 7.0000, equator 9.1875, mean 9 electrons
Dy3+ Q of M=J: -0.6000 a0^2; g_z = 20.0
Dy3+ <sum P_k> of M=J, k=2,4,6: -0.33333 -0.12121 +0.05828
Dy3+ M=J, one ligand -e, without monopole: axial -738.9, equatorial +354.6 cm^-1
Er3+ 4 pi x angular density: pole 14.0000, equator 10.5000, mean 11 electrons
Er3+ Q of M=J: +0.2400 a0^2; g_z = 18.0
Er3+ <sum P_k> of M=J, k=2,4,6: +0.13333 +0.09091 +0.11655
Er3+ M=J, one ligand -e, without monopole: axial +303.3, equatorial -140.2 cm^-1
Levels in cm^-1, ranks 2+4+6:
  |M|   Dy axial  Dy ring  Er axial  Er ring
  7.5   -1477.9    +709.2    +606.7    -280.3
  6.5    -858.3    +438.6    +332.9    -175.0
  5.5    -344.8    +196.5    +126.1     -81.6
  4.5     +67.9     -11.6     -32.7      +0.3
  3.5    +386.3    -181.7    -154.2     +69.5
  2.5    +617.5    -311.1    -243.5    +124.0
  1.5    +767.7    -398.1    -302.8    +161.8
  0.5    +841.6    -441.9    -332.5    +181.1
Dy3+ axial: ground |M| = 7.5, first gap 619.6 cm^-1
Dy3+ ring: ground |M| = 0.5, first gap 43.8 cm^-1
Er3+ axial: ground |M| = 0.5, first gap 29.7 cm^-1
Er3+ ring: ground |M| = 7.5, first gap 105.4 cm^-1
Dy3+ axial, rank 2 only, |M|=7.5,6.5,0.5: -1445.1 -867.1 +867.1 cm^-1
Dy3+ axial: rank-4,6 multiplier that dethrones M=J (inf = never): inf
Er3+ ring, rank 2 only, |M|=7.5,6.5,0.5: -289.0 -173.4 +173.4 cm^-1
Er3+ ring: rank-4,6 multiplier that dethrones M=J (inf = never): 11.27
success
```
